# A Positive Preston Intercept Does Not Prove Static Dissolution

## Definitions and conventions

Let $P$ be the polishing pressure, $V$ the relative speed of wafer and pad, and $x=PV$ their product. I measure $x$ in kPa m/s, which is the same as kW/m². The removal rate $R(x)$ is the thickness removed per unit time, in nm/min. Preston's law is the proportionality $R=Kx$ with constant $K$.

Static dissolution means removal that continues at $x=0$, with the slurry present but no rubbing. Its rate is $R_s=R(0)$. A straight-line fit is the least-squares line $a+bx$ through rates measured at several $x>0$. Its intercept $a$ is a property of the fit; $R_s$ is a property of the surface and the slurry. The question is whether $a>0$ implies $R_s>0$.

Until stated otherwise, the rate depends on $x$ alone, the temperature is fixed, there is no threshold pressure, and the data are free of scatter.

## The belief and its appeal

The belief runs as follows. Mechanical removal is proportional to $PV$. Chemical dissolution needs no rubbing and adds a constant. The total is therefore

$$R=R_s+Kx,$$

and a fitted line that meets the vertical axis above zero reveals the chemical part.

The argument is sound if its premise is true: data from this law return $a=R_s$. It is also chemically plausible for a metal such as copper, which an oxidizing slurry can dissolve. The fit can seem to support the premise as well, since a gently curved law looks straight over a limited range of $x$.

The weak point is the extrapolation. The data lie at $x>0$, while the conclusion concerns $x=0$. Between the two, linearity is assumed rather than measured. A simple counterexample is a rate that vanishes at $x=0$ and rises less than proportionally:

$$R(x)=R_0\left(\frac{x}{x_0}\right)^n,\qquad 0<n<1.$$

Here $R_0$ is the rate at the reference point $x_0$. There is no static dissolution in this law, because $R(0)=0$.

## Why the intercept must be positive

The second derivative of the power law is

$$R''(x)=\frac{n(n-1)R_0}{x_0^2}\left(\frac{x}{x_0}\right)^{n-2}<0\qquad(x>0),$$

so the curve is strictly concave: every chord lies below it. The result holds for any strictly concave $R$ with $R(0)=0$, fitted at three or more distinct points $x_i>0$ with positive weights $w_i$.

Write the residuals as $r_i=R(x_i)-a-bx_i$. Setting the derivatives of $\sum_i w_ir_i^2$ with respect to $a$ and $b$ to zero gives

$$\sum_i w_ir_i=0,\qquad \sum_i w_ix_ir_i=0.$$

The residuals are not all zero, because no three points of a strictly concave curve lie on one line. They must change sign, or the first sum could not vanish. Suppose they changed sign just once, at some $c$ between data points. Then all nonzero products $(x_i-c)r_i$ would have the same sign. But the two conditions combine to $\sum_iw_i(x_i-c)r_i=0$, a contradiction. There are therefore at least two sign changes.

Since $R$ is continuous for $x>0$, the fitted line meets the curve at two points $p<q$ inside the data range:

$$a+bp=R(p),\qquad a+bq=R(q).$$

Multiply the first equation by $q$, the second by $p$, and subtract. The terms in $b$ cancel, leaving

$$a=\frac{qR(p)-pR(q)}{q-p}.$$

To find the sign, write $p$ as a weighted average of $q$ and $0$, with weights $p/q$ and $1-p/q$. Strict concavity gives

$$R(p)>\frac pq R(q)+\left(1-\frac pq\right)R(0)=\frac pqR(q).$$

Hence $qR(p)>pR(q)$, and $a>0$. The line is a secant of the curve, and a secant of such a curve passes above the origin.

A numerical test used 600 random cases: four concave laws (power, saturating, logarithmic and exponential approach to a plateau), three to eight data points, and random positive weights. All intercepts were positive, and each line crossed its curve twice within the data range. A convex power law with exponent 1.3 gave a negative intercept, as it should.

## How large the false intercept is

For a narrow range around $x_0$, the fitted line approaches the tangent. The slope of the power law there is $nR_0/x_0$, so the tangent reaches $x=0$ at

$$R_0-x_0\frac{nR_0}{x_0}=(1-n)R_0.$$

An exponent of 0.75 thus produces an apparent static rate of one quarter of the central rate. As $n\to1$, the effect disappears.

The finite width of the range gives a correction. Let $u=(x-x_0)/x_0$ and expand:

$$\frac{R}{R_0}=1+nu+c_2u^2+c_3u^3+\cdots,$$

$$c_2=-\frac{n(1-n)}2,\qquad c_3=\frac{n(1-n)(2-n)}6.$$

Take equally weighted points placed symmetrically about $u=0$, and let $m_2$ and $m_4$ be the averages of $u^2$ and $u^4$. Odd averages vanish. In the variable $u$, the fitted line is $A+Bu$, where $A$ is the average of $R$ and $B$ is the average of $uR$ divided by $m_2$:

$$\frac A{R_0}\simeq1+c_2m_2,\qquad \frac B{R_0}\simeq n+c_3\frac{m_4}{m_2}.$$

The point $x=0$ is $u=-1$, so $a=A-B$ and

$$\frac a{R_0}\simeq1-n-\frac{n(1-n)}2m_2-\frac{n(1-n)(2-n)}6\frac{m_4}{m_2}.$$

The omitted terms are of fourth order in the width of the range. Both corrections shown are negative: widening the range lowers the intercept below the tangent value, though the theorem keeps it positive.

A second limit answers a natural objection, that data taken down to zero would cure the fit. Let the points fill the interval from $0$ to $X$ uniformly, so that sums become integrals. With

$$M_0=\int_0^XR\,dx=\frac{XR(X)}{n+1},\qquad M_1=\int_0^XxR\,dx=\frac{X^2R(X)}{n+2},$$

the conditions for the fit are

$$aX+\frac{bX^2}2=M_0,\qquad \frac{aX^2}2+\frac{bX^3}3=M_1.$$

Multiply the first by $2X/3$ and subtract the second to remove $b$. This leaves $aX^2/6=2XM_0/3-M_1$, and therefore

$$a=\frac{4M_0}{X}-\frac{6M_1}{X^2}=R(X)\left[\frac4{n+1}-\frac6{n+2}\right]=\frac{2(1-n)R(X)}{(n+1)(n+2)}.$$

The intercept is still positive. Low points can expose the curvature if one looks at their misfit, but merely absorbing them into another straight-line fit does not remove the false intercept.

## A numerical case

Take $R_0=500$ nm/min at $x_0=20$ kPa m/s, with $n=0.75$. The speed is held at 1 m/s while the pressure takes five values:

| $P$ (kPa) | Rate (nm/min) | Rate minus line (nm/min) |
|---|---|---|
| 10 | 297.3 | −6.7 |
| 15 | 403.0 | +4.0 |
| 20 | 500.0 | +6.2 |
| 25 | 591.1 | +2.4 |
| 30 | 677.7 | −5.9 |

The mean rate is 493.8 nm/min. The sum of squared distances from the central point is $S_{xx}=\sum_i(x_i-x_0)^2=250$ in the units of $x^2$. The slope is

$$b=\frac{-10(297.3)-5(403.0)+5(591.1)+10(677.7)}{250}=18.98,$$

in nm/min per kPa m/s. The intercept is

$$a=493.8-20\times18.98=114.2\ \text{nm/min},$$

or about 1.9 nm/s. The true static rate is zero. The tangent estimate is 125 nm/min. With $m_2=0.125$ and $m_4/m_2=0.2125$, the corrected formula gives 115 nm/min. Uniform data from 0 to 30 kPa m/s would still give 70 nm/min.

The coefficient of determination of the line is $R^2=0.998$. This says that the line accounts for nearly all the variation of the rate within the range. It does not say that the line can be continued to zero. The evidence of curvature is the pattern of the residuals, negative at both ends and positive between, but they are less than 7 nm/min in size.

## Why scatter protects the error

Now let each run have independent normal scatter with known standard deviation $\sigma=15$ nm/min. The intercept is $a=\bar R-bx_0$, where $\bar R$ is the mean rate. The variance of $\bar R$ is $\sigma^2/N$ for $N$ runs, and that of $b$ is $\sigma^2/S_{xx}$. The two are uncorrelated because $\sum_i(x_i-x_0)=0$. The standard error of the intercept is therefore

$$\sigma_a=\sigma\sqrt{\frac1N+\frac{x_0^2}{S_{xx}}}=15\sqrt{\frac15+\frac{400}{250}}=20.1\ \text{nm/min}.$$

The false intercept is 5.7 standard errors above zero.

Curvature is measured by a combination of rates that ignores any straight line. With $q_i=(x_i-x_0)^2-50$, where 50 is the mean of $(x_i-x_0)^2$, the weights are $50,-25,-50,-25,50$. They sum to zero, and so do their products with $x_i$. The combination

$$Q=\frac{\sum_iq_iR_i}{\sqrt{\sum_iq_i^2}}$$

has standard deviation $\sigma$. For the power law its mean is $-0.78\sigma$, which one experiment can hardly distinguish from zero.

In 200,000 simulated experiments, judged at the two-sided 5% level, the intercept was significantly positive in 100.0% after rounding. Significant downward curvature appeared in 12.0%. Averaging $m$ repeats at each point raises the curvature signal by $\sqrt m$. For a mean signal of three standard errors one needs $m\geq(3/0.78)^2$, which means 15 repeats at each pressure.

A significant intercept is thus real evidence, but against the proportional law $R=Kx$. It does not say whether that law fails through an added constant or through curvature.

## A mechanism with no dissolution

The power law is an empirical form. A simple surface model shows how sublinear removal can arise without a static rate. Suppose that a fraction $\theta$ of the surface carries a reacted layer. The layer forms on bare surface at rate $C(1-\theta)$ and is rubbed off at rate $Sx\theta$, both expressed as equivalent thickness of the original material. The layer does not dissolve. In the steady state,

$$C(1-\theta)=Sx\theta\quad\Rightarrow\quad\theta=\frac C{C+Sx},$$

$$R=Sx\theta=\frac{CSx}{C+Sx}.$$

At small $x$ the rate is $Sx$, limited by rubbing. At large $x$ it tends to $C$, limited by layer formation. Without rubbing, $\theta=1$ and removal stops. The second derivative, $-2C^2S^2/(C+Sx)^3$, is negative, so the theorem applies.

To match the power law in rate and slope at $x_0$, note that the local exponent $d\ln R/d\ln x$ is $C/(C+Sx)$. Setting it to $n$ at $x_0$ gives $R_0=C(1-n)$ and $Sx_0=R_0/n$. Thus $C=2000$ nm/min and $S=33.3$ nm/min per kPa m/s. The five-point fit now has an intercept of 108 nm/min. Chemistry is essential in this model, yet the intercept does not measure dissolution.

## The reverse mistake

It would be equally wrong to fit a power law, find $n<1$, and declare dissolution absent. For a true line $R=a+bx$ with $a>0$, the local exponent is

$$\frac{d\ln R}{d\ln x}=\frac{bx}{a+bx}<1.$$

If the line found above is taken as the truth, with a real static rate of 114.2 nm/min, a power-law fit in logarithmic coordinates gives an exponent of 0.74. Its largest misfit at the five points is 9.4 nm/min, less than the scatter of one run. The two explanations are nearly interchangeable within the range and differ completely at $x=0$.

They can also act together. Least-squares fitting is linear in the data, so a constant $R_s$ added to every rate adds $R_s$ to the intercept. A real static rate of 10 nm/min raises the intercept to 124.2 nm/min, of which about 8% is dissolution.

## Beside a real polishing process

The numbers are round values in the rough regime of copper polishing in an oxidizing slurry: pressures of some tens of kPa, speeds near 1 m/s and rates of hundreds of nm/min. The exponent is a chosen parameter, not a measured property of copper. Static rates depend strongly on the slurry. Two of the departures sized here, frictional heating and a threshold pressure, can cancel the false intercept or make it negative.

With a friction coefficient of 0.4, the heat flux at $x_0$ is $0.4\times20=8$ kW/m², or 565 W over a 300 mm wafer. If all of it entered a water-like slurry flowing at 200 mL/min, the slurry would warm by 41 K. I assume a rise of 10 K at $x_0$, proportional to $x$, from an inlet temperature of 298 K. Let the isothermal power law be multiplied by an Arrhenius factor with activation energy $E$, normalized to one at $x_0$, where $T_m=308$ K. With $\Delta T=10$ K, heating adds $E\Delta T/(k_BT_m^2)$ to the local exponent at $x_0$. The tangent passes through the origin when the total exponent is one:

$$E\simeq\frac{(1-n)k_BT_m^2}{\Delta T}=0.204\ \text{eV}.$$

The five-point fit gives 0.210 eV. This value scales roughly as $1/\Delta T$ and so rests on the assumed rise: it is 0.41 eV for 5 K and 0.11 eV for 20 K. The numbers that follow are for 10 K. At 0.1 eV the intercept is 60 nm/min; at 0.3 eV it is −49 nm/min. In the latter case, a constant static rate of 49 nm/min would bring the intercept to zero. If heating also speeds the dissolution, with the same activation energy, a line fitted to the static part alone at the five points has an intercept of only 0.64 times the static rate at $T_m$. The static rate needed is then about $49/0.64\simeq77$ nm/min at $T_m$. A zero intercept is therefore no proof that dissolution is absent. If $n$ was itself measured with heating present, it already contains this effect, which must not be counted twice.

A threshold pressure $P_t$ acts in the same direction. Replacing $P$ by $P-P_t$ at fixed speed and prefactor, with $P_t=1$ kPa, lowers the isothermal intercept to 89.5 nm/min. A threshold of 4.35 kPa cancels it. The theorem does not cover this case, because the rate is zero up to the threshold and then rises, so it is not concave from the origin. In a speed sweep at fixed pressure, by contrast, a threshold multiplies all the rates by one factor, so it lowers the intercept but cannot cancel it while any removal remains.

Pressure and speed may also have different exponents. With 0.9 for pressure and 0.6 for speed, a pressure sweep at 1 m/s gives an intercept of 45 nm/min. A speed sweep at 20 kPa over the same values of $x$ gives 185 nm/min. A pooled design of three pressures and three speeds gives 119 nm/min, a number that hides the difference.

## What would count as evidence

Separate sweeps are a useful test. The law $R=R_s+KPV$ with constant $R_s$ predicts the same intercept in both. For separately run sweeps with the scatter above, the difference has a standard error of $\sqrt2\times20.1\simeq28$ nm/min, so the gap of 140 nm/min would count strongly against that law. Equal intercepts would not prove dissolution, since equal sublinear exponents produce them too when both sweeps cover the same values of $x$.

A run at low $x$ is another test. At 2 kPa m/s the power law gives 89 nm/min and the fitted line 152 nm/min. The gap of 63 nm/min has a standard error of 24 nm/min, including the scatter of the new run. One such run is suggestive. Repeating the whole set makes the test stronger; repeating only the new run leaves the uncertainty of the line, which keeps the expected gap below 3.5 standard errors. A rate below the line by clearly more than the standard error would be evidence that the line fails, without showing that $R_s$ is zero.

The direct measurement is a soak with no rubbing, at the temperature and slurry composition of polishing. The line predicts a loss of 114 nm/min; the power law predicts none. At fixed temperature a soak measures $R_s$ as defined here. With frictional heating the result depends on the soak temperature: in the 0.3 eV example the static rate is 77 nm/min at $T_m$ but 53 nm/min at the inlet temperature, which is the temperature that holds at $x=0$. It does not measure dissolution of metal freshly exposed by rubbing, which may be faster than that of a surface left to form a protective film. The extra contribution belongs to the chemistry of polishing, but it fades as the film regrows after rubbing stops, and so is not part of the steady static rate.

The numerical output below lists the main values used here; the others follow from the formulas and fits described in the text.

## Computed values

```
Random concave cases, all with positive intercept: 600
Inputs: R0 = 500 nm/min at x0 = 20 kPa m/s, exponent n = 0.75
Speed 1.0 m/s, scatter of one run 15 nm/min
P = 10 kPa: rate 297.3, rate minus line -6.7 nm/min
P = 15 kPa: rate 403.0, rate minus line +4.0 nm/min
P = 20 kPa: rate 500.0, rate minus line +6.2 nm/min
P = 25 kPa: rate 591.1, rate minus line +2.4 nm/min
P = 30 kPa: rate 677.7, rate minus line -5.9 nm/min
Fitted intercept: 114.2 nm/min
Fitted slope: 18.98 nm/min per kPa m/s
R squared of line: 0.99844
Tangent estimate (1-n)R0: 125.0 nm/min
Moment-series estimate: 115.0 nm/min
Intercept, uniform data from 0 to 30 kPa m/s: 70.4 nm/min
Layer model: C = 2000 nm/min, S = 33.33 nm/min per kPa m/s
Layer model intercept: 108.1 nm/min
Standard error of intercept: 20.1 nm/min
Intercept / its standard error: 5.68
Curvature contrast / its standard error: -0.78
Simulated experiments with significant intercept: 100.0 %
Simulated experiments with significant curvature: 12.0 %
Repeats per point for mean curvature signal of 3 errors: 15
At x = 2 kPa m/s: power law 88.9 nm/min
At x = 2 kPa m/s: line 152.2 nm/min
Gap there 63.3, standard error 23.7 nm/min
True line fitted by power law: exponent 0.737
Largest misfit of that power law: 9.4 nm/min
Heating: inlet 298 K, assumed rise at x0 10 K
Friction coefficient 0.4, wafer 300 mm, slurry 200 mL/min
Friction heat at x0: 565 W
Rise if all heat enters slurry: 41 K
Intercept with heating, activation energy 0.1 eV: 60.1 nm/min
Intercept with heating, activation energy 0.3 eV: -49.4 nm/min
Activation energy that cancels intercept: 0.210 eV
Local estimate of that energy: 0.204 eV
Intercept with 1 kPa threshold: 89.5 nm/min
Threshold that cancels intercept: 4.35 kPa
Unequal exponents: pressure 0.9, speed 0.6
Intercept of pressure sweep at 1 m/s: 45.1 nm/min
Intercept of speed sweep at 20 kPa: 185.4 nm/min
Intercept of pooled 3 x 3 design (10-30 kPa, 0.5-1.5 m/s): 118.7 nm/min
Intercept with true static rate 10 nm/min: 124.2 nm/min
```
